# Bloch states at k+G and closing a plane-wave k loop, part 1

(Sections cited here and not found follow in the second part.)

## First half: the periodic gauge and the index shift

### Definitions and conventions

An electron moves in a fixed potential $V(\mathbf r)$ with the periodicity of a lattice, $V(\mathbf r+\mathbf R)=V(\mathbf r)$ for every lattice vector $\mathbf R$. Interactions enter only in so far as they are contained in $V$. In atomic units the Hamiltonian is

$$H=\tfrac12\mathbf p^2+V(\mathbf r),\qquad \mathbf p=-i\nabla .$$

A reciprocal lattice vector $\mathbf G$ is defined by $e^{i\mathbf G\cdot\mathbf R}=1$ for all $\mathbf R$. Bloch's theorem allows the eigenstates to be written as

$$\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad u_{n\mathbf k}(\mathbf r+\mathbf R)=u_{n\mathbf k}(\mathbf r).$$

The index $n$ numbers the energies at each $\mathbf k$ in ascending order. Inner products of cell-periodic functions are taken over one cell of volume $\Omega$,

$$\langle f|h\rangle=\int_{\rm cell}f^*(\mathbf r)\,h(\mathbf r)\,d^3r ,$$

and $\langle u_{n\mathbf k}|u_{n\mathbf k}\rangle=1$. The plane-wave expansion is

$$u_{n\mathbf k}(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G'}c_{\mathbf G'}(\mathbf k)\,e^{i\mathbf G'\cdot\mathbf r},\qquad \sum_{\mathbf G'}|c_{\mathbf G'}(\mathbf k)|^2=1 .$$

The band index on $c$ is suppressed. The vector $\mathbf G$ is the fixed displacement in $\mathbf k$, while $\mathbf G'$ is a summation index.

Normalization leaves the phase of each eigenstate free. A choice of phase at every $\mathbf k$ is called a gauge. The **periodic gauge** is the choice

$$\psi_{n,\mathbf k+\mathbf G}(\mathbf r)=\psi_{n\mathbf k}(\mathbf r)\quad\text{for all }\mathbf G. \tag{1}$$

That such a choice is possible has to be shown, because it requires the states at $\mathbf k$ and $\mathbf k+\mathbf G$ to be physically the same.

### Lemma 1: the Hamiltonians at k and k+G

**Lemma 1.** The function $u_{n\mathbf k}$ is an eigenfunction of

$$H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r)$$

on the cell-periodic functions, and

$$H_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}\,H_{\mathbf k}\,e^{i\mathbf G\cdot\mathbf r}. \tag{2}$$

**Proof.** For any vector $\mathbf q$ and any differentiable $f$, the product rule gives

$$\mathbf p\left(e^{i\mathbf q\cdot\mathbf r}f\right)=-i\left(i\mathbf q\,e^{i\mathbf q\cdot\mathbf r}f+e^{i\mathbf q\cdot\mathbf r}\nabla f\right)=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)f .$$

Multiplication from the left by $e^{-i\mathbf q\cdot\mathbf r}$ yields

$$e^{-i\mathbf q\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\mathbf q . \tag{3}$$

The potential is a multiplication operator and commutes with the exponentials. Inserting $\psi=e^{i\mathbf k\cdot\mathbf r}u$ into $H\psi=E\psi$, multiplying by $e^{-i\mathbf k\cdot\mathbf r}$ and using (3) with $\mathbf q=\mathbf k$ gives $H_{\mathbf k}u=Eu$. This is the first claim.

For the second, apply (3) with $\mathbf q=\mathbf G$. The constant vector $\mathbf k$ is unaffected, so

$$e^{-i\mathbf G\cdot\mathbf r}(\mathbf p+\mathbf k)^2e^{i\mathbf G\cdot\mathbf r}=(\mathbf p+\mathbf k+\mathbf G)^2 .$$

Half of this plus $V$ is $H_{\mathbf k+\mathbf G}$. $\square$

Equation (3) holds for any $\mathbf q$, but a general $\mathbf q$ would not give equal spectra. The eigenvalue problem is posed on cell-periodic functions, and multiplication by $e^{-i\mathbf q\cdot\mathbf r}$ must preserve that property. It does so for $\mathbf q=\mathbf G$, because $e^{-i\mathbf G\cdot(\mathbf r+\mathbf R)}=e^{-i\mathbf G\cdot\mathbf r}$.

### Theorem 1: the cell-periodic part at k+G

**Theorem 1.** Let $E_n(\mathbf k)$ be a nondegenerate eigenvalue of $H_{\mathbf k}$. Then $E_n(\mathbf k+\mathbf G)=E_n(\mathbf k)$, and there is a real number $\chi$ such that

$$\psi_{n,\mathbf k+\mathbf G}=e^{i\chi}\psi_{n\mathbf k}. \tag{4}$$

The choice $\chi=0$ is therefore allowed, and in this periodic gauge

$$\boxed{u_{n,\mathbf k+\mathbf G}(\mathbf r)=e^{-i\mathbf G\cdot\mathbf r}\,u_{n\mathbf k}(\mathbf r)} \tag{5}$$

**Proof.** Put $v(\mathbf r)=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$. This function is cell-periodic and normalized, since the exponential is cell-periodic and has modulus one. By (2),

$$H_{\mathbf k+\mathbf G}v=e^{-i\mathbf G\cdot\mathbf r}H_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}=e^{-i\mathbf G\cdot\mathbf r}H_{\mathbf k}u_{n\mathbf k}=E_n(\mathbf k)\,v .$$

Every eigenvalue at $\mathbf k$ is thus an eigenvalue at $\mathbf k+\mathbf G$. Multiplication by $e^{i\mathbf G\cdot\mathbf r}$ reverses the map, so the two spectra agree, including multiplicities. Ordering by energy gives $E_n(\mathbf k+\mathbf G)=E_n(\mathbf k)$.

The eigenvalue is nondegenerate, so the normalized eigenfunctions $u_{n,\mathbf k+\mathbf G}$ and $v$ differ by a phase at most:

$$u_{n,\mathbf k+\mathbf G}=e^{i\chi}e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}. \tag{6}$$

Multiplying by $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ cancels the factor $e^{-i\mathbf G\cdot\mathbf r}$ and gives (4). With $\chi=0$, (4) becomes (1) and (6) becomes (5). Conversely, (5) multiplied by $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ returns (1), so the two statements are equivalent. $\square$

The physical content is that $\mathbf k$ and $\mathbf k+\mathbf G$ label the same behaviour under lattice translations, since $e^{i(\mathbf k+\mathbf G)\cdot\mathbf R}=e^{i\mathbf k\cdot\mathbf R}$. The full state can return to itself. Its cell-periodic part cannot also do so, because the prefactor $e^{i\mathbf k\cdot\mathbf r}$ has changed and $u$ must compensate.

### Remarks on the gauge

**Why $u$ itself is not periodic in k.** Suppose that in one dimension $u_k$ were an eigenfunction of both $H_k$ and $H_{k+G}$ with $G\neq0$. It would then be an eigenfunction of their difference,

$$H_{k+G}-H_k=G(p+k)+\tfrac12G^2 ,$$

and hence of $p$. It would be a single plane wave. A single plane wave solves $H_ku=Eu$ only if $V$ is constant. For any nonconstant potential in one dimension, $u_{k+G}$ and $u_k$ are therefore different functions, even up to a phase.

**A rule that produces the periodic gauge.** Choose a point $\mathbf r_0$ and require $\psi_{n\mathbf k}(\mathbf r_0)$ to be real and positive, provided that it does not vanish. Equation (4) at $\mathbf r_0$ relates two positive numbers by the factor $e^{i\chi}$, so $e^{i\chi}=1$. At $\mathbf r_0=0$ the rule reads $\sum_{\mathbf G'}c_{\mathbf G'}(\mathbf k)>0$.

**Rules that do not.** If $u_{n\mathbf k}(\mathbf r_0)$ is made positive instead, then $\psi_{n\mathbf k}(\mathbf r_0)=e^{i\mathbf k\cdot\mathbf r_0}|u_{n\mathbf k}(\mathbf r_0)|$. Comparison with the same expression at $\mathbf k+\mathbf G$ gives $\psi_{n,\mathbf k+\mathbf G}=e^{i\mathbf G\cdot\mathbf r_0}\psi_{n\mathbf k}$, which violates (1) unless $\mathbf G\cdot\mathbf r_0$ is a multiple of $2\pi$. A diagonalization routine, which knows nothing of (1), guarantees no relation between the phases at $\mathbf k$ and $\mathbf k+\mathbf G$. The phases may agree when the two matrices are identical after relabelling, as in Lemma 2 below, but this depends on the routine and the basis. Equation (5) is thus a property of a gauge and not of every list of eigenvectors.

**Degenerate levels.** If $M$ states share the eigenvalue, the proof shows that the functions $e^{-i\mathbf G\cdot\mathbf r}u_{j\mathbf k}$ span the eigenspace at $\mathbf k+\mathbf G$. The phase in (6) is replaced by a unitary $M\times M$ matrix, and the periodic gauge sets that matrix to the identity.

### Theorem 2: the shift of plane-wave indices

**Theorem 2.** In the periodic gauge

$$\boxed{c_{\mathbf G'}(\mathbf k+\mathbf G)=c_{\mathbf G'+\mathbf G}(\mathbf k)} \tag{7}$$

and, conversely, (7) implies (5).

**Proof.** Insert the expansion of $u_{n\mathbf k}$, with summation index $\mathbf G''$, into the right-hand side of (5):

$$e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}=\frac1{\sqrt\Omega}\sum_{\mathbf G''}c_{\mathbf G''}(\mathbf k)\,e^{i(\mathbf G''-\mathbf G)\cdot\mathbf r}.$$

Set $\mathbf G'=\mathbf G''-\mathbf G$, so that $\mathbf G''=\mathbf G'+\mathbf G$. As $\mathbf G''$ runs over the reciprocal lattice, so does $\mathbf G'$, and

$$e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}=\frac1{\sqrt\Omega}\sum_{\mathbf G'}c_{\mathbf G'+\mathbf G}(\mathbf k)\,e^{i\mathbf G'\cdot\mathbf r}.$$

The left-hand side of (5) has coefficients $c_{\mathbf G'}(\mathbf k+\mathbf G)$. Plane waves with different $\mathbf G'$ are orthogonal over the cell, so the coefficients must agree one by one. Reading the steps backwards gives the converse. $\square$

The sign can be checked without algebra. The coefficient $c_{\mathbf G'}(\mathbf k+\mathbf G)$ multiplies the physical plane wave of wave vector $\mathbf k+\mathbf G+\mathbf G'$ in $\psi$. At the point $\mathbf k$ that same plane wave carries the index $\mathbf G'+\mathbf G$. The state has not changed, and the labels of its plane waves have.

In a code each $\mathbf G'$ is stored as integers $(m_1,m_2,m_3)$ with respect to the primitive reciprocal vectors. If $\mathbf G$ has the integers $(s_1,s_2,s_3)$, the entry at $(m_1,m_2,m_3)$ for $\mathbf k+\mathbf G$ is read from $(m_1+s_1,m_2+s_2,m_3+s_3)$ in the list for $\mathbf k$. No second diagonalization is required.

### Lemma 2: what a finite basis does to the relation

**Lemma 2.** If the basis at each $\mathbf k$ consists of all $\mathbf G'$ with $\tfrac12|\mathbf k+\mathbf G'|^2\le E_{\rm cut}$, then (7) can be satisfied exactly in the truncated problem.

**Proof.** The index $\mathbf G'$ belongs to the basis at $\mathbf k+\mathbf G$ if $\tfrac12|\mathbf k+\mathbf G+\mathbf G'|^2\le E_{\rm cut}$. This is the condition for $\mathbf G'+\mathbf G$ to belong to the basis at $\mathbf k$. Let $\tilde V_{\mathbf G}$ be the Fourier coefficients in $V(\mathbf r)=\sum_{\mathbf G}\tilde V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The matrix elements at $\mathbf k+\mathbf G$ are

$$H_{\mathbf G'\mathbf G''}(\mathbf k+\mathbf G)=\tfrac12|\mathbf k+\mathbf G+\mathbf G'|^2\delta_{\mathbf G'\mathbf G''}+\tilde V_{\mathbf G'-\mathbf G''}.$$

The difference $\mathbf G'-\mathbf G''$ does not change when $\mathbf G$ is added to both indices. Hence

$$H_{\mathbf G'\mathbf G''}(\mathbf k+\mathbf G)=H_{\mathbf G'+\mathbf G,\,\mathbf G''+\mathbf G}(\mathbf k).$$

The two matrices are equal after relabelling. They have the same eigenvalues, and their eigenvectors are related by the index shift, up to the free phase. $\square$

A fixed list of $\mathbf G'$, used at every $\mathbf k$, lacks this property. It selects different physical plane waves at $\mathbf k$ and $\mathbf k+\mathbf G$, so the two matrices are not equal after relabelling and (7) does not in general hold exactly. The energies also differ in general. They can coincide at special points, for example at $\mathbf k=-\mathbf G/2$ for real $V$ and a list symmetric under $\mathbf G'\to-\mathbf G'$, where the two matrices are complex conjugates after reversing the indices.

### The relation in numbers

The example is a one-dimensional crystal with lattice constant $a=4.0$ Å, $g=2\pi/a=1.5708$ Å$^{-1}$ and

$$V(x)=\left[-6.0\cos(gx)+3.0\sin(2gx)\right]\ \text{eV}.$$

The reciprocal vectors are $mg$ with integer $m$. In these units the kinetic energy of a plane wave is $(\hbar^2/2m_e)(k+mg)^2$ with $\hbar^2/2m_e=3.810$ eV Å$^2$. The lowest band was computed with a cutoff of 600 eV, separately at $k=0$ and $k=g$, and the phase was fixed by $\psi_k(0)>0$.

| $m$ | $c_m(0)$ | $c_m(g)$ |
|---:|:---|:---|
| $-3$ | $-0.0001-0.0059i$ | $0.0198-0.0391i$ |
| $-2$ | $0.0198-0.0391i$ | $0.2598-0.0453i$ |
| $-1$ | $0.2598-0.0453i$ | $0.9257$ |
| $0$ | $0.9257$ | $0.2598+0.0453i$ |
| $1$ | $0.2598+0.0453i$ | $0.0198+0.0391i$ |
| $2$ | $0.0198+0.0391i$ | $-0.0001+0.0059i$ |

Each entry in the last column equals the entry one row lower in the middle column, as $c_m(g)=c_{m+1}(0)$ demands. For the bottom row the partner is $c_3(0)$, which is not listed. The largest coefficient sits at $m=0$ for $k=0$ and at $m=-1$ for $k=g$. In both cases it belongs to the plane wave of zero total wave vector.

The effect of truncation was examined at $k=g/4$. With a deliberately small cutoff of 40 eV, the lowest energies at $k$ and $k+g$ agree to all digits carried, in accordance with Lemma 2. With the fixed list $|m|\le2$ they differ by 0.12 eV. At $k+g$ this list contains the plane waves that at $k$ are labelled $-1$ to $3$. It has lost the wave labelled $-2$, with kinetic energy $3.810\,(1.75\times1.5708)^2=28.8$ eV, and gained the wave labelled $3$, at $3.810\,(3.25\times1.5708)^2=99.3$ eV. The discrepancy falls to $1.1\times10^{-4}$ eV for $|m|\le4$ and to about $10^{-13}$ eV for $|m|\le8$, where rounding in double precision already affects the digits.

The vector form (5) was tested on an oblique two-dimensional lattice with $\mathbf G=\mathbf b_1-2\mathbf b_2$, where $\mathbf b_1$ and $\mathbf b_2$ are the primitive reciprocal vectors. The lattice vectors are $(4.0,0)$ Å and $(1.0,3.5)$ Å, the point is $\mathbf k=(0.13,0.29)$ Å$^{-1}$, and the nonzero Fourier coefficients are $\tilde V_{\mathbf b_1}=-2+0.5i$, $\tilde V_{\mathbf b_2}=-1.5$ and $\tilde V_{\mathbf b_1+\mathbf b_2}=0.8i$ eV, with the complex conjugates at the opposite vectors. The basis was the fixed list $|m_1|,|m_2|\le8$, which is large enough that its truncation error is near the rounding level. For the two lowest bands, $u_{\mathbf k+\mathbf G}$ from its own diagonalization was compared with $e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$ on a grid in real space, after one common phase per band had been removed. The largest difference was $2.6\times10^{-13}$, relative to a root-mean-square value of one for $u$. With the wrong sign, $e^{+i\mathbf G\cdot\mathbf r}u_{\mathbf k}$, the overlap with $u_{\mathbf k+\mathbf G}$ for the lowest band was only $8\times10^{-7}$.

## Second half: closing the loop

### Symbols and results carried over

The Bloch state is $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, where the band index is dropped and $u_{\mathbf k}$ is normalized over one cell with plane-wave coefficients $c_{\mathbf G'}(\mathbf k)$. In the periodic gauge $\psi_{\mathbf k+\mathbf G}=\psi_{\mathbf k}$, and then

$$u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k},\qquad c_{\mathbf G'}(\mathbf k+\mathbf G)=c_{\mathbf G'+\mathbf G}(\mathbf k). \tag{8}$$

The numerical example has $a=4.0$ Å, $g=2\pi/a$ and $V=[-6.0\cos(gx)+3.0\sin(2gx)]$ eV.

A path from $\mathbf k_0$ to $\mathbf k_0+\mathbf G$ is closed in the sense that its ends carry the same physical state. Divide it into $N$ steps,

$$\mathbf k_j=\mathbf k_0+\frac jN\mathbf G,\qquad j=0,\dots,N,$$

and write $u_j$ for $u_{\mathbf k_j}$. The band is assumed to be isolated, that is, nondegenerate everywhere on the path. States are computed and stored for $j=0,\dots,N-1$. The links and their product are

$$S_j=\langle u_j|u_{j+1}\rangle,\qquad W=\prod_{j=0}^{N-1}S_j,\qquad \varphi=-\arg W .$$

The angle $\varphi$ is the discrete Berry phase, defined modulo $2\pi$ when $W\ne0$. The last link needs $u_N$, which has not been stored.

In the periodic gauge, the cell-periodic part at $\mathbf k+\mathbf G$ is $e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$, and its plane-wave coefficients are those at $\mathbf k$ with the index shifted by $\mathbf G$. It remains to use this relation to supply the missing last link of the loop, and to show how the resulting Berry phase gives the position of the Wannier centre in one dimension.
